\section*{False Soft and Stiff Phonons from Inverting a Sampled Displacement Covariance}

\section{The argument under review}

The authors propose to obtain phonon frequencies from any molecular-dynamics trajectory, without force constants. They collect the displacements, form their covariance matrix, invert it, multiply by $k_BT$ and diagonalize. Their demonstration is a ring of $N=200$ atoms, with one displacement per atom and $n=400$ independent frames. The spectrum they obtain runs from 72 to 581 cm$^{-1}$. They read the lower end as incipient softening of the lattice and the upper end as stiff local vibrations.

The model behind the data is simple enough to check this reading. Each atom has mass $M=50000\,m_e$, is tied to its site by a spring $K_0=0.01\,E_h/a_0^2$ and to each neighbour by a spring $K=0.01\,E_h/a_0^2$. The temperature is $k_BT=0.003\,E_h$, or 947 K. For a wave $e^{ikj}$ along the ring, the neighbour springs contribute $K(2-e^{ik}-e^{-ik})=4K\sin^2(k/2)$, so that
\begin{equation}
\omega_k^2=\frac{K_0+4K\sin^2(k/2)}{M}.
\label{band}
\end{equation}
The lowest value is $\omega_{\min}=\sqrt{0.01/50000}=4.47\times10^{-4}\,E_h$ and the highest is $\omega_{\max}=\sqrt{0.05/50000}=1.00\times10^{-3}\,E_h$ (with $\hbar=1$). The true band therefore extends from 98.2 to 219.5 cm$^{-1}$. It contains neither a mode at 72 nor one at 581 cm$^{-1}$. Which step of the argument produced them?

\section{The identity that is correct}

Let $u$ be the vector of displacements from known equilibrium sites, each multiplied by the square root of its mass, and let $D$ be the dynamical matrix. I assume a harmonic crystal with $D$ positive definite; free translations, if present, must be projected out first. In classical canonical equilibrium the probability of $u$ is proportional to $\exp(-u^TDu/2k_BT)$. Along an eigenvector of $D$ with eigenvalue $\omega^2$, the amplitude $Q$ is Gaussian with variance $k_BT/\omega^2$, and different amplitudes are independent. Hence
\begin{equation}
C\equiv\langle uu^T\rangle=k_BT\,D^{-1},\qquad D=k_BT\,C^{-1}.
\label{identity}
\end{equation}

Classical statistics is a real condition. In a quantum oscillator the mean potential energy is half the total, $\tfrac12\omega^2\langle Q^2\rangle=\tfrac12\hbar\omega(\bar n+\tfrac12)$, with $\bar n+\tfrac12=\tfrac12\coth(x/2)$ and $x=\hbar\omega/k_BT$. Therefore
\begin{equation}
\langle Q^2\rangle=\frac{\hbar}{2\omega}\coth\frac x2
=\frac{k_BT}{\omega^2}\;\frac x2\coth\frac x2 .
\end{equation}
At the top of this band $x=1/3$ and the last factor is 1.009. Quantum statistics would change the variance by about 1\%, which cannot explain the reported spectrum.

Harmonicity is a condition too. For one anharmonic coordinate with power spectrum $P(\omega)$, equipartition gives $\langle\dot u^2\rangle=k_BT$, so
\begin{equation}
\frac{k_BT}{\langle u^2\rangle}=\frac{\langle\dot u^2\rangle}{\langle u^2\rangle}
=\frac{\int\omega^2P(\omega)\,d\omega}{\int P(\omega)\,d\omega}.
\end{equation}
This is a mean squared frequency, and one mean does not fix the positions or widths of lines. The ring is harmonic, however, so this is not the fault here either.

\section{What a finite sample does to the inverse}

The authors do not possess $C$. They possess $S=n^{-1}\sum_{i=1}^n u_iu_i^T$, and their estimate is $D_{\rm est}=k_BT\,S^{-1}$. To isolate the noise, write $D=LL^T$ and $u_i=\sqrt{k_BT}\,L^{-T}z_i$, where the components of $z_i$ are independent Gaussians of unit variance. This reproduces (\ref{identity}), because $L^{-T}L^{-1}=(LL^T)^{-1}$. With $W=n^{-1}\sum_i z_iz_i^T$,
\begin{equation}
S=k_BT\,L^{-T}WL^{-1},\qquad D_{\rm est}=L\,W^{-1}L^T .
\label{noise}
\end{equation}
Temperature has cancelled, so heating the crystal does not reduce the relative error. If $n<N$, $S$ has rank at most $n$ and no inverse; with 150 frames of this ring it has 50 null modes, which inversion would read as infinitely stiff.

For $n\ge N$ and any vector $y$, $y^TD_{\rm est}y=(L^Ty)^TW^{-1}(L^Ty)$ lies between $y^TDy$ times the smallest and $y^TDy$ times the largest eigenvalue of $W^{-1}$. By the min-max principle the same bounds hold for the ratio of the eigenvalues of $D_{\rm est}$ and $D$, taken in order.

On average, the errors at the two ends have a definite sign, though a single run may deviate the other way. Since $\langle S\rangle=C$, and the mean of a maximum is at least the maximum of the mean,
\begin{equation}
\langle s_{\max}\rangle=\Big\langle\max_{|y|=1}y^TSy\Big\rangle\ \ge\ \max_{|y|=1}y^TCy=c_{\max},
\end{equation}
and likewise $\langle s_{\min}\rangle\le c_{\min}$. A large eigenvalue of $S$ is a soft mode, so the soft end is biased soft and the stiff end stiff, in the sense of the mean of $1/\omega_{\rm est}^2$. A ring of 8 atoms with 200 frames already shows it: the largest eigenvalue of $S$ is on average 2.7\% above that of $C$, and the smallest is 13\% below.

\subsection*{Rescaling does not repair the spectrum}

The authors might reply that a known bias can be divided out. The mean of $W^{-1}$ is indeed simple. Let $Z$ be the $N\times n$ matrix with columns $z_i$, so that $nW=ZZ^T$. By the Schur complement, $n/(W^{-1})_{11}$ is the squared length of the first row of $Z$ after its projection on the other $N-1$ rows has been removed. That row is isotropic and independent of the others, so the squared length is a chi-squared variable with $\nu=n-N+1$ degrees of freedom. For $\nu>2$,
\begin{equation}
\Big\langle\frac1{\chi^2_\nu}\Big\rangle
=\frac{\int_0^\infty t^{\nu/2-2}e^{-t/2}dt}{2^{\nu/2}\Gamma(\nu/2)}
=\frac{2^{\nu/2-1}\Gamma(\nu/2-1)}{2^{\nu/2}\Gamma(\nu/2)}=\frac1{\nu-2}.
\end{equation}
The distribution of $W$ is unchanged by rotations, so $\langle W^{-1}\rangle$ is a multiple of the unit matrix, and
\begin{equation}
\langle D_{\rm est}\rangle=\frac{n}{n-N-1}\,D .
\end{equation}

Here the factor is $400/199=2.01$; the sampled ratio of traces is 2.01 as well. Dividing it out multiplies every frequency by $\sqrt{199/400}=0.705$. The extreme modes, which average 74.4 and 584.9 cm$^{-1}$ over 200 runs, become 52.5 and 412.6 cm$^{-1}$. The matrix is now unbiased, but its false soft mode is worse. The eigenvalues of an unbiased random matrix are not unbiased estimates of the eigenvalues of its mean.

\section{The spectrum of the noise}

How many of the reported modes are false, and how far can they stray? For large $N$ at fixed $q=N/n<1$ this follows from the resolvent $R(z)=(S-z)^{-1}$, with $\mathrm{Im}\,z>0$. The argument below is a leading-order one in $1/N$. I measure $S$ and $C$ in units of $k_BT/\omega_{\min}^2$, so that the eigenvalues of $C$ are $c=\omega_{\min}^2/\omega^2$.

Let $R_{-i}$ be the resolvent with frame $i$ left out of the sum, the prefactor $1/n$ being kept. The Sherman--Morrison identity gives
\begin{equation}
u_i^TR=\frac{u_i^TR_{-i}}{1+h_i},\qquad h_i=\frac1n\,u_i^TR_{-i}u_i .
\end{equation}
Frame $i$ is independent of $R_{-i}$, so $h_i$ has mean $n^{-1}\mathrm{tr}\,CR_{-i}$ and fluctuations that vanish for large $N$. Replacing $R_{-i}$ by $R$ changes the trace by a negligible rank-one term, so all $h_i$ tend to $h=n^{-1}\mathrm{tr}\,CR$. Insert this into $SR-zR=1$ and replace $u_iu_i^T$ by its mean $C$:
\begin{equation}
\Big[\frac{C}{1+h}-z\Big]R\simeq1 .
\end{equation}
Define $m=-1/[z(1+h)]$. Then $C/(1+h)=-zmC$ and $R\simeq-z^{-1}(1+mC)^{-1}$. The definition of $h$ becomes $h=-(q/z)\langle c/(1+cm)\rangle_c$, the average running over the modes. Since $-1/m=z+zh$,
\begin{equation}
z=-\frac1m+q\Big\langle\frac{c}{1+cm}\Big\rangle_c .
\label{mp}
\end{equation}

The density of eigenvalues $s$ of $S$ is $p(s)=\mathrm{Im}\,g/\pi$ at $z=s+i0$, with $g=N^{-1}\mathrm{tr}\,R$. From $\langle1/(1+cm)\rangle_c=1-m\langle c/(1+cm)\rangle_c$ and (\ref{mp}),
\begin{equation}
g=-\frac1z\Big[1-\frac{mz+1}{q}\Big]=\frac mq+\frac{1-q}{qz},
\qquad p(s)=\frac{\mathrm{Im}\,m}{\pi q}\quad(s>0).
\end{equation}
Outside the spectrum $m$ is real and increases with $z$. At an edge its slope diverges, so edges are found from $dz/dm=0$.

\subsection*{One true frequency}

If all modes share the frequency $\omega_0$, then $c=1$ and
\begin{equation}
\frac{dz}{dm}=\frac1{m^2}-\frac q{(1+m)^2}=0
\ \Rightarrow\ 1+m=\sigma\sqrt q\,m,\quad\sigma=\pm1 .
\end{equation}
Thus $1/m=-(1-\sigma\sqrt q)$, and
\begin{equation}
z=(1-\sigma\sqrt q)+\frac{q}{\sigma\sqrt q\,m}=(1-\sigma\sqrt q)+\frac{\sigma\sqrt q}{m}=(1-\sigma\sqrt q)^2 .
\end{equation}
These are the Marchenko--Pastur edges. Because $\omega_{\rm est}=\omega_0/\sqrt s$, a single sharp line is spread over
\begin{equation}
\frac{\omega_0}{1+\sqrt q}\le\omega_{\rm est}\le\frac{\omega_0}{1-\sqrt q}.
\end{equation}
At $q=1/2$ this is $0.586\,\omega_0$ to $3.41\,\omega_0$; sampled extremes average 0.59 and 3.36. For small $q$ the edges lie at $1\mp\sqrt q$, so an edge error of 5\% of $\omega_0$ requires $q=0.05^2$, or 400 frames per degree of freedom.

\subsection*{The ring}

With $r=\omega_{\max}^2/\omega_{\min}^2=5$, equation (\ref{band}) reads $1/c=\tfrac{r+1}2-\tfrac{r-1}2\cos k$, and $c/(1+cm)=1/(1/c+m)$. The integral $(2\pi)^{-1}\int_0^{2\pi}dk/(A-B\cos k)=1/\sqrt{A^2-B^2}$, with $A=m+\tfrac{r+1}2$ and $B=\tfrac{r-1}2$, gives
\begin{equation}
z=-\frac1m+\frac q{\sqrt{(1+m)(r+m)}} .
\label{ring}
\end{equation}
The root is positive for $-1<m<0$, where the minimum of $z$ is the upper edge of $S$. It is negative for $m<-r$, where the maximum of $z$ is the lower edge. Inside the spectrum, squaring (\ref{ring}) gives a quartic for $m$; the root wanted has $\mathrm{Im}\,m>0$ and satisfies the unsquared equation.

For $q=1/2$ the edges are $s=1.795$ and $s=0.0264$. The false spectrum should therefore run from $98.2/\sqrt{1.795}=73.3$ to $98.2/\sqrt{0.0264}\approx604$ cm$^{-1}$. The mean extremes at $N=200$ differ from these edges by 1.6\% and 3.1\%, and at $N=600$ by 0.7\% and 1.8\% (16 runs, with sampling uncertainties of about 0.15\% and 0.4\%), shrinking as expected of a large-$N$ result. From run to run the extremes at $N=200$ scatter with standard deviations of about 1 and 17 cm$^{-1}$. The authors' 581 cm$^{-1}$ is a typical outcome of noise alone, and their 72 cm$^{-1}$ is an unusually low one, about 2.4 standard deviations below the mean; almost all of its distance from the true edge at 98.2 cm$^{-1}$ is the systematic shift common to every run.

Integrating $p(s)$ over $s>1$ gives the fraction of modes below the true band, 12.7\%; integrating over $s<1/r$ gives the fraction above it, 37.6\%. The sampled fractions are 12.7\% and 37.7\%. Of the 200 reported modes, about 25 are falsely soft and 75 falsely stiff, half of the spectrum in all.

More frames help, but slowly. The large-$N$ edges are:
\begin{center}
\begin{tabular}{rcc}
$n/N$ & lower (cm$^{-1}$) & upper (cm$^{-1}$)\\
2 & 73.3 & 603.7\\
10 & 87.4 & 281.1\\
100 & 95.5 & 230.4\\
1000 & 97.6 & 221.7
\end{tabular}
\end{center}

The trend at small $q$ follows from (\ref{ring}). Put $m=-1+\epsilon$, so that $z\simeq1+\epsilon+q/\sqrt{(r-1)\epsilon}$. The minimum is at $\epsilon=[q/(2\sqrt{r-1})]^{2/3}$, where the last term equals $2\epsilon$. Hence $z\simeq1+3\epsilon$ and
\begin{equation}
\omega_{\rm soft}\simeq\omega_{\min}\big(1-\tfrac32\epsilon\big),\qquad
\omega_{\rm stiff}\simeq\omega_{\max}\big(1+\tfrac32r^{1/3}\epsilon\big).
\end{equation}
The second result comes in the same way from $m=-r-\epsilon'$, with $\epsilon'=r^{4/3}\epsilon$ and $z\simeq1/r-3\epsilon'/r^2$. For $n/N=1000$, $\epsilon=(0.001/4)^{2/3}=0.0040$, and the edges shift by 0.6\% and 1.0\%, in agreement with the table. The power $q^{2/3}$ is specific to the band edge of a one-dimensional chain: at a three-dimensional edge, where the fraction of modes within $\epsilon$ is of order $\epsilon^{3/2}$, the noise term stays finite and the shift is proportional to $q$. For the ring, $q^{2/3}$ replaces the $\sqrt q$ of a single line because the modes are spread over a band. Only a fraction of order $\sqrt\epsilon$ of them lies within $\epsilon$ of the edge, which turns the noise term $q/\epsilon$ of a single line into one of order $q/\sqrt\epsilon$. The estimate needs many modes within $\epsilon$ of the edge. For $r=5$ their number is about $N\sqrt\epsilon/\pi$, which is only 4 for $N=200$ and $n/N=1000$, so that row is a limit for larger rings.

\section{``Any trajectory''}

So far the frames were independent. Consecutive frames of a trajectory are not. Suppose the components of $z$ are mutually independent Gaussian processes with the same normalized autocorrelation $\phi_l$ at a lag of $l$ frames, and define
\begin{equation}
\frac1{n_{\rm eff}}=\frac1{n^2}\sum_{i,j=1}^n\phi_{i-j}^2 .
\end{equation}
A diagonal element of $W$ then has variance $2/n_{\rm eff}$, and an off-diagonal one has variance $1/n_{\rm eff}$. Summing $N$ of the first kind and $N(N-1)$ of the second,
\begin{equation}
\frac1N\big\langle\mathrm{tr}(W-1)^2\big\rangle=\frac{2+(N-1)}{n_{\rm eff}}=\frac{N+1}{n_{\rm eff}} .
\end{equation}
So $n_{\rm eff}$ replaces $n$ in the overall spread of the noise, though not necessarily in the position of its edges.

For oscillators of one common frequency $\omega$ with weak Langevin damping $\gamma\ll\omega$, $\phi(t)\simeq e^{-\gamma|t|/2}\cos\omega t$, and $\phi^2$ averages over a period to $\tfrac12e^{-\gamma|t|}$. For a duration $T_{\rm run}\gg1/\gamma$ and frames that resolve the oscillation, the double sum is $(n^2/T_{\rm run})\int\tfrac12e^{-\gamma|t|}dt=n^2/(\gamma T_{\rm run})$, so
\begin{equation}
n_{\rm eff}\simeq\gamma T_{\rm run} .
\end{equation}
For equal frequencies, what counts is the number of energy relaxation times. With 100 such oscillators, $\gamma=0.1\,\omega$ and 4000 frames spaced by $0.5/\omega$, $\gamma T_{\rm run}=200$ and the full sum gives $n_{\rm eff}=199$. The predicted spread is $101/199=0.51$, as sampled. Independent frames would give $101/4000=0.025$. The run appears to have 40 frames per mode and has two.

A band of frequencies is less severe. For two equally damped modes whose frequencies differ by $\Delta\ll\omega$, the product of their autocorrelations averages to $\tfrac12e^{-\gamma|t|}\cos\Delta t$, and the off-diagonal element of $W$ between them has variance
\begin{equation}
\frac1{T_{\rm run}}\int_{-\infty}^{\infty}\tfrac12e^{-\gamma|t|}\cos(\Delta t)\,dt=\frac1{\gamma T_{\rm run}}\,\frac{1}{1+\Delta^2/\gamma^2} .
\end{equation}
Modes further apart than $\gamma$ thus contribute little noise to each other, and a single $n_{\rm eff}$ no longer describes the overall spread. The diagonal elements gain nothing: each keeps the variance $2/(\gamma T_{\rm run})$, so every mode must still be followed for many relaxation times.

Without damping, $\phi^2$ averages to $\tfrac12$, and each diagonal element of $W$ keeps a variance of $2\times\tfrac12=1$ however long the run. A harmonic mode $Q=A\cos(\omega t+\varphi)$ keeps its energy $E=\tfrac12\omega^2A^2$, and its time average is $\overline{Q^2}=\tfrac12A^2=E/\omega^2$. Cross terms between modes of different frequency average to zero, so for nondegenerate modes the long-time estimate is
\begin{equation}
\omega_{\rm est}^2=\frac{k_BT}{\overline{Q^2}}=\omega^2\,\frac{k_BT}{E} .
\end{equation}

A chain of 8 atoms with fixed ends, in units where the masses, the site springs, the neighbour springs and $k_BT$ are all one, shows the consequence. Its true frequencies run from 1.06 to 2.21. The third mode, at 1.414, happened to start with energy 0.074 and appears at $1.414/\sqrt{0.074}=5.20$, as the stiffest of all. The lowest, with energy 2.815, appears at $1.059/\sqrt{2.815}=0.63$. The estimates from 100000 and from 200000 frames agree to about 0.001. Convergence with run length is therefore no evidence that the spectrum is right.

\section{What the same data can support}

Two changes would make the ring calculation sound. The first uses its translational symmetry. With $u_k=N^{-1/2}\sum_ju_je^{-ikj}$, different wavevectors are uncorrelated, and each frequency follows from one variance, $\omega_{k,\rm est}^2=k_BT/P_k$ with $P_k=n^{-1}\sum_i|u_{k,i}|^2$. For $k\ne0,\pi$ the real and imaginary parts are independent with equal variance, so $P_k$ is an average over $2n$ squared Gaussians and has relative variance $2/(2n)=1/n$. Because $\omega_{k,\rm est}\propto P_k^{-1/2}$,
\begin{equation}
\frac{\delta\omega_k}{\omega_k}\simeq\frac1{2\sqrt n}=\frac1{2\sqrt{400}}=2.5\%,
\end{equation}
independent of $N$; the sampled rms error is 2.5\%. The extreme estimates average 95.3 and 228.9 cm$^{-1}$. They still overshoot the band slightly, since they are the extremes of many noisy values. This route is closed to a crystal whose defects break the symmetry.

The second change uses the forces, which the dynamics has computed anyway. For mass-weighted forces $f_i=-Du_i$,
\begin{equation}
F\equiv\frac1n\sum_if_iu_i^T=-DS,\qquad -FS^{-1}=D
\end{equation}
whenever $S$ is invertible. The sampling noise cancels because it enters both factors. Covariance inversion amounts to replacing the sampled $-F$ by its canonical mean $DC=k_BT$ while keeping the sampled $S$, and the mismatch between the two is the error:
\begin{equation}
D_{\rm est}-D=(k_BT-DS)\,S^{-1} .
\end{equation}
Applied to one run of 400 frames, the regression returns 98.2 to 219.5 cm$^{-1}$, the true band. The cancellation is complete for harmonic forces; anharmonic forces leave a remainder that I have not assessed.

\section{Recommendation}

The claims of softening and of stiff local modes should be withdrawn, since a ring with neither yields the same spectrum. If covariance inversion is kept, the authors should report $N/n$ for a subset of frames far enough apart to be independent, since the edges derived above apply to such frames (thinning is a diagnostic, not an improvement: for a band of frequencies it discards the cancellation between modes further apart than $\gamma$ and widens the false spectrum), show that each mode has exchanged energy with a thermostat or with other modes many times, and compare any mode outside the expected band with the extremes of repeated samples drawn from a model with that band, at the same $N$ and $n$. The edges from (\ref{mp}) locate these extremes only approximately: the mode at 72 cm$^{-1}$ is noise, yet it lies below the edge at 73.3 cm$^{-1}$. The numerical check computes the large-$N$ edges and the sampled values quoted above, apart from the standard deviations and sampling uncertainties.

\section*{Table of computed values}
\begin{verbatim}
mass 50000 m_e; springs 0.01, 0.01 Eh/a0^2
kT = 0.003 Eh = 947 K; N = 200, n = 400, q = 0.5
true band: 4.4721e-04 to 1.0000e-03 Eh; r = 5.000
true band: 98.2 to 219.5 cm^-1
hbar w_max/kT = 0.3333; quantum variance factor = 1.0092
covariance spectrum, mean extremes of 200 runs: 74.4 to 584.9 cm^-1
covariance spectrum, first run: 72.0 to 580.8 cm^-1
predicted large-N edges: 73.3 to 603.7 cm^-1
edges of S in kT/w_min^2: 0.02643, 1.79494
false soft fraction: predicted 0.1273, sampled 0.1271
false stiff fraction: predicted 0.3761, sampled 0.3770
edge deviation N=200: soft 1.57 %, stiff 3.11 %
edge deviation N=600: soft 0.65 %, stiff 1.81 %
mean w^2 inflation: sampled 2.0084, formula 2.0101
after removing inflation, mean extremes: 52.5 to 412.6 cm^-1
with lattice translations, mean extremes: 95.3 to 228.9 cm^-1
translation-averaged rms error: 2.50 %, formula 2.50 %
force regression, first run: 98.2 to 219.5 cm^-1
large-N edges at n/N = 2: 73.3 to 603.7 cm^-1
large-N edges at n/N = 10: 87.4 to 281.1 cm^-1
large-N edges at n/N = 100: 95.5 to 230.4 cm^-1
large-N edges at n/N = 1000: 97.6 to 221.7 cm^-1
sampled extremes at n/N = 10, N = 200: 88.0 to 278.6 cm^-1
one frequency, q=0.5: w_est/w0 sampled 0.5905, 3.3628
one frequency, q=0.5: w_est/w0 formula 0.5858, 3.4142
n = 150 frames, N = 200: null modes of S = 50
N=8, n=200: bias of largest S eigenvalue 2.71 %, smallest -12.74 %
Langevin: gamma/w = 0.1, w*spacing = 0.5, frames 4000, N = 100
gamma*T = 200.0; n_eff = 199.0; undamped n_eff = 2.000
noise spread: sampled 0.5067, formula 0.5075, if independent 0.0253
undamped chain (mass=springs=kT=1): N = 8, frames 200000, time 4000
true w:          1.059 1.212 1.414 1.629 1.830 2.000 2.129 2.209
mode energy/kT:  2.815 2.178 0.074 1.261 0.442 0.698 1.198 1.611
w_est half path: 0.631 0.821 1.450 1.739 1.946 2.393 2.751 5.196
w_est full path: 0.631 0.821 1.450 1.740 1.945 2.393 2.751 5.196
w sqrt(kT/E_k):  0.631 0.821 1.450 1.740 1.945 2.393 2.752 5.196
\end{verbatim}
